\section*{Spin Multiplets in Core Ionization: Summed and Main-Line Intensities}

\section{What is being counted}

\textbf{Q:} An open-shell molecule loses an electron from a closed core orbital. The ion can have either of two spins. How is the intensity shared between them? I distrust any answer that merely counts states, since the light need not populate them equally.

\textbf{A:} Let us compute the populations, then. The neutral has total spin $S$ and projection $M$. Its core orbital $c$ is nondegenerate and holds two electrons; the valence electrons may be correlated in any way. Removing one core electron leaves a spin one half beside the valence spin, so the ion has spin $S+\tfrac12$ (``high'', label $+$) or $S-\tfrac12$ (``low'', label $-$). If $S=0$, there is no low-spin ion. I use Hartree atomic units in the derivation and neglect spin-orbit coupling.

\textbf{Q:} First show me how a photoemission intensity becomes a property of the ion alone.

\textbf{A:} The light acts through a spin-free one-electron operator,
\begin{equation}
D=\sum_{pq\sigma} d_{pq}\,a^\dagger_{p\sigma}a_{q\sigma},
\end{equation}
where $\sigma=\pm\tfrac12$. In the sudden limit the photoelectron is fast and no longer interacts with the ion, so the final state is $a^\dagger_{k\tau}|f\rangle$, with $|f\rangle$ a state of the ion. I take the outgoing orbital $k$ to be absent from $|i\rangle$, so that $a_{k\tau}|i\rangle=0$. Moving $a_{k\tau}$ through $D$ leaves its commutator:
\begin{align}
\langle f|a_{k\tau}D|i\rangle
&=\langle f|[a_{k\tau},D]|i\rangle+\langle f|D\,a_{k\tau}|i\rangle\nonumber\\
&=\sum_q d_{kq}\langle f|a_{q\tau}|i\rangle .
\end{align}
For a core-hole state I keep the term $q=c$. The others need an overlap between an ion with a core vacancy and a state whose core is still full. They vanish if $|f\rangle$ contains no configuration with $c$ doubly occupied, and I define the core-hole space by that condition.

If the photoelectron spin is not detected, we add probabilities over it. Writing $a_\sigma$ for $a_{c\sigma}$,
\begin{equation}
I_f\propto |d|^2\sum_\sigma|\langle f|a_\sigma|i\rangle|^2 .
\label{sudden}
\end{equation}
Here $d$ includes the normalization of the outgoing wave. For now it is the same for all final ionic states, which is a separate assumption from the sudden limit.

\section{Relaxation and the sum over states}

\textbf{Q:} The valence shell contracts when the hole appears. Does that not spoil any simple ratio?

\textbf{A:} It changes individual lines. To see what it cannot change, sum over all core-hole states of one spin, including the shake-up and shake-off satellites, in which valence electrons are excited or ejected as well. These states are complete within their spin sector, so $\sum_{f\in\pm}|f\rangle\langle f|=P_\pm$, the projector on that spin. Hence
\begin{align}
I_\pm&\propto |d|^2\sum_\sigma\sum_{f\in\pm}
\langle i|a_\sigma^\dagger|f\rangle\langle f|a_\sigma|i\rangle
=|d|^2W_\pm,\nonumber\\
W_\pm&=\sum_\sigma\langle i|a_\sigma^\dagger P_\pm a_\sigma|i\rangle .
\label{closure}
\end{align}
The ionic eigenfunctions have dropped out. Relaxation moves intensity among states of the same spin, but the spin-free Hamiltonian gives it no way to move intensity between spins.

\textbf{Q:} You still need the spin composition of $a_\sigma|i\rangle$. The valence state may be a complicated superposition.

\textbf{A:} Its spatial complexity does not enter. Write the closed core explicitly:
\begin{equation}
|i\rangle=a_\uparrow^\dagger a_\downarrow^\dagger|v_{SM}\rangle,
\qquad a_\sigma|v_{SM}\rangle=0 .
\end{equation}
The core pair has spin zero, so the valence state carries all of $S$ and $M$. From the anticommutation rules,
\begin{equation}
a_\uparrow|i\rangle=a_\downarrow^\dagger|v_{SM}\rangle,
\qquad
a_\downarrow|i\rangle=-a_\uparrow^\dagger|v_{SM}\rangle .
\end{equation}
The minus sign comes from moving $a_\downarrow$ past $a_\uparrow^\dagger$ and disappears from probabilities. Either way, one core electron with spin projection $-\sigma$ remains beside an unchanged valence state.

\section{The two weights}

\textbf{Q:} Now project on the ion spins without quoting a coupling table.

\textbf{A:} Let $\mathbf s$ be the spin of the remaining core electron and $\mathbf S$ the valence spin operator. The square of the ion's total spin is $\mathbf s^2+\mathbf S^2+2\mathbf s\cdot\mathbf S$. Solving for the last term gives, for high spin,
\begin{equation}
2\mathbf s\cdot\mathbf S
=(S+\tfrac12)(S+\tfrac32)-S(S+1)-\tfrac34=S,
\end{equation}
and for low spin,
\begin{equation}
2\mathbf s\cdot\mathbf S
=(S-\tfrac12)(S+\tfrac12)-S(S+1)-\tfrac34=-(S+1).
\end{equation}
A projector equals one on its own sector and zero on the other. The linear functions of $2\mathbf s\cdot\mathbf S$ that do this are
\begin{equation}
P_+=\frac{S+1+2\mathbf s\cdot\mathbf S}{2S+1},\qquad
P_-=\frac{S-2\mathbf s\cdot\mathbf S}{2S+1}.
\label{proj}
\end{equation}
Next expand $2\mathbf s\cdot\mathbf S=2s_zS_z+s_+S_-+s_-S_+$. The last two terms flip the core spin, so they have no expectation value in a state of definite core projection. The first gives $2(-\sigma)M$. For one removed spin the probabilities are therefore
\begin{equation}
w_+=\frac{S+1-2\sigma M}{2S+1},\qquad
w_-=\frac{S+2\sigma M}{2S+1}.
\label{resolved}
\end{equation}

\textbf{Q:} These depend on $M$. So the answer depends on how the target was prepared?

\textbf{A:} It does if you detect the photoelectron spin and the target is polarized. Without spin detection, add $\sigma=+\tfrac12$ and $\sigma=-\tfrac12$. The terms in $M$ cancel:
\begin{equation}
W_+=\frac{2S+2}{2S+1},\qquad W_-=\frac{2S}{2S+1},
\end{equation}
and thus
\begin{equation}
\frac{I_+}{I_-}=\frac{W_+}{W_-}=\frac{S+1}{S}\qquad(S>0).
\label{ratio}
\end{equation}
The weights add to two, the number of core electrons. Counting the $2S+2$ and $2S$ spin components gives the same ratio, but now we know why: the two possible core spins enter with equal weight.

\textbf{Q:} What if the neutral is a superposition of different $M$, as in a level where spin and orbital motion are coupled?

\textbf{A:} Summing over $\sigma$ is a trace over the remaining core spin. Each component of $\mathbf s$ has zero trace, so $\mathbf s\cdot\mathbf S$ drops out of Eq.~(\ref{proj}) before any valence expectation value is taken. What is left is a number times the valence identity. The weights therefore hold for superpositions and mixtures of $M$ alike.

\textbf{Q:} And a degenerate subshell, such as a filled $p$ shell?

\textbf{A:} Let $m$ label its orbitals and include holes in all of them. Then the summed intensity contains products $d_{km'}^*d_{km}\langle i|a_{m'\sigma}^\dagger P_\pm a_{m\sigma}|i\rangle$. The projector acts on spin and cannot move a hole from $m$ to $m'$, so terms with $m\ne m'$ vanish. Each remaining term has the weights just found, and the ratio survives the sum, provided each $d_{km}$ is the same for all ionic states reached.

The limits are reasonable. For one unpaired electron, $S=\tfrac12$, the ratio is $3:1$, triplet to singlet. For $S=1$ it is $2:1$. For large $S$ it tends to one, because a single core spin then changes the total spin by a relatively small amount.

\section{Main lines}

\textbf{Q:} An experimenter fits two peaks, not two complete spectra. Does Eq.~(\ref{ratio}) apply to those peaks?

\textbf{A:} Not in general. Let $|\phi_\pm\rangle$ be the normalized vector $P_\pm a_\sigma|i\rangle$, and let $F_\pm$ be its squared overlap with the main ionic state of the same spin and projection. Since the Hamiltonian is invariant under spin rotation, ladder operators connect the different projections without changing this overlap. The main-line ratio is then
\begin{equation}
R=\frac{W_+F_+}{W_-F_-}=\frac{S+1}{S}\,\frac{F_+}{F_-}.
\label{main}
\end{equation}
It is statistical when both spins keep the same fraction in the main line. Exchange with the core hole differs between the two ions, so their valence shells relax differently and equality is not guaranteed.

\textbf{Q:} What separates the lines in the first place?

\textbf{A:} Exchange between the remaining core electron and the unpaired valence electrons. Take $2S$ singly occupied orbitals $p_j$ with parallel spins, and real orbitals, so that
\begin{equation}
K_j=\iint \frac{c(\mathbf r)p_j(\mathbf r)\,
c(\mathbf r')p_j(\mathbf r')}{|\mathbf r-\mathbf r'|}
\,d^3r\,d^3r' .
\end{equation}
The exchange energy of one such pair is $-K_j$ for a triplet and $+K_j$ for a singlet. Both values are contained in $-K_j(\tfrac12+2\mathbf s\cdot\mathbf s_j)$. In the parallel-spin multiplet all $\mathbf s_j$ are equivalent, so each acts as $\mathbf S/(2S)$. With $K$ the mean of the $K_j$, the spin-dependent part is
\begin{equation}
-\sum_j2K_j\,\mathbf s\cdot\mathbf s_j
\longrightarrow -2K\,\mathbf s\cdot\mathbf S .
\end{equation}
It equals $-KS$ for high spin and $K(S+1)$ for low spin, hence
\begin{equation}
E_--E_+=K(S+1)+KS=(2S+1)K .
\label{splitting}
\end{equation}
This is a first-order result with frozen orbitals and a fixed valence configuration.

\section{The carbon atom}

\textbf{Q:} Put numbers on the difference between the summed and the main-line ratio.

\textbf{A:} Take a free carbon atom in its $^3P$ term, $S=1$, ionized from $1s$ by photons of 500~eV. The ions are a quartet and a doublet. The orbitals come from a self-consistent field calculation with two thirds of an electron in each $2p$ orbital, which keeps the atom spherical. The basis contains the $s$ and $p$ functions of cc-pVDZ plus one $s$ and one $p$ Gaussian with exponents 6 and 2~bohr$^{-2}$, 13 orbitals in all.

The neutral is a full configuration interaction state with the $1s$ pair frozen. The ion includes all configurations of the same orbitals except those with a filled $1s$. A Lanczos recursion started from $|\phi_\pm\rangle$ gives the main lines and their fractions. Functions of $d$ type, and the angular correlation they describe, are left out of this calculation; their effect on the ratio is given below.

For $M=1$, removing an up electron gives quartet and doublet weights 0.333 and 0.667; removing a down electron gives 1 and 0. This is Eq.~(\ref{resolved}). The sums are 1.333 and 0.667, with ratio 2. The main-line fractions are $F_+=0.720$ and $F_-=0.756$, so
\begin{equation}
R=2\times\frac{0.7201}{0.7559}=1.905 .
\end{equation}
The main-line ratio lies about 5\% below the statistical value.

\textbf{Q:} Where did the missing quartet intensity go?

\textbf{A:} Into quartet satellites. Their weight is $1.333\times(1-0.7201)=0.373$, against $0.667\times(1-0.7559)=0.163$ for the doublets. The satellite ratio is thus about 2.3, which offsets the deficit in the main lines. Without the two added Gaussians, in 9 orbitals, $R$ is again 1.905. Adding the $d$ functions of cc-pVDZ to those 9 orbitals gives 1.908, and the $s$ and $p$ functions of cc-pVTZ give 1.897. The last digits of $R$ therefore depend on the basis, but a deficit of about 5\% appears in all four. The fractions themselves move more than their quotient: across these bases $F_+$ lies between 0.707 and 0.733, and $F_-$ between 0.745 and 0.769.

\textbf{Q:} Do the line positions follow Eq.~(\ref{splitting})?

\textbf{A:} Only for a single configuration before relaxation. With the self-consistent orbitals, $K=0.440$~eV and $3K=1.32$~eV. The computed main lines lie at binding energies of 296.63 and 299.96~eV, a splitting of 3.33~eV. These values depend on the basis: the 9-orbital basis gives a splitting of 3.04~eV, while the $s$ and $p$ functions of cc-pVTZ give 3.60~eV and lower the binding energies by about 1~eV. The $s$ and $p$ functions of cc-pVQZ give 3.71~eV, so the splitting is not converged and is still growing with the $s$ and $p$ basis, while $R$ stays at 1.897. In these bases the first-order estimate is too small by a factor between 2.3 and 2.8.

The mean energies of the two spectra help to locate the difference. The mean lies above the main line by 10.85~eV for the quartet and 9.44~eV for the doublet; this distance measures how far relaxation and correlation in the ion lower the main line. The means are separated by
\begin{equation}
(299.96+9.44)-(296.63+10.85)=1.92\ \text{eV}.
\end{equation}
Replacing the single configuration by the correlated neutral thus raises the splitting from 1.32 to 1.92~eV. The larger lowering of the quartet adds $10.85-9.44=1.41$~eV and brings it to 3.33~eV. Contraction of the orbitals around the hole strengthens the exchange: with orbitals made self-consistent for a single $1s$ electron, $3K$ rises from 1.32 to 2.70~eV (from 1.34 to 2.88~eV with the $s$ and $p$ functions of cc-pVTZ). This suggests that contraction supplies much of the growth, but it does not separate relaxation from correlation exactly. The binding energies themselves omit correlation of the neutral's $1s$ pair and are not measured values.

\section{Where the ratio fails}

\textbf{Q:} You assumed one dipole factor. The two photoelectrons have different speeds.

\textbf{A:} At 500~eV their kinetic energies are 203.4~eV for the quartet and 200.0~eV for the doublet. For an estimate, use a hydrogenic $1s$ orbital whose charge, 4.67, reproduces the quartet binding energy, and a Coulomb $p$ wave of the same charge. Numerical integration of the radial dipole element gives $|d_+|^2/|d_-|^2=0.975$. The main-line ratio becomes $1.905\times0.975=1.86$. The velocity form of the dipole operator gives 0.988 in the same model, so the size of this small correction is uncertain. The model is also crude because the true outgoing electron sees unit charge at large distance.

The summed ratio is affected too, because satellites leave the photoelectron slower still. Complete summation removes the effect of relaxation, but not that of an energy-dependent dipole factor. Close to threshold the sudden limit itself fails: the slow electron interacts with the relaxing ion, and ionization channels mix. I have not computed either effect.

\textbf{Q:} And the closed core, spin-orbit coupling and the finite line width?

\textbf{A:} If the $1s$ pair is correlated as well, in the 9-orbital basis, the summed ratio changes from 2 by about 7 parts per million. That basis has few functions suited to core correlation. The change grows to 17 parts per million in the 13-orbital basis and to 32 with the $s$ and $p$ functions of cc-pVTZ, so these figures are an indication rather than a bound.

For spin-orbit coupling, take the bare nuclear charge $Z=6$ and the $2p$ average $\langle r^{-3}\rangle=1.24$~bohr$^{-3}$. With $\alpha$ the fine-structure constant,
\begin{equation}
\zeta=\frac{\alpha^2}{2}\,Z\langle r^{-3}\rangle=5.4\ \text{meV}.
\end{equation}
The scale of spin mixing is then $(\zeta/3.33\ \text{eV})^2\approx3\times10^{-6}$. This uses the neutral orbitals. Those made self-consistent for a single $1s$ electron are more compact, with $\langle r^{-3}\rangle=2.50$~bohr$^{-3}$, and raise the scale to about $1\times10^{-5}$, still negligible here. It need not be negligible for heavy atoms or nearly degenerate lines.

For the width, take a rough lifetime value $\Gamma=0.1$~eV (full width) and Lorentzian lines. The fraction of one line lying beyond the midpoint is
\begin{equation}
\frac12-\frac1\pi\arctan\frac{3.33}{0.1}=0.0096 .
\end{equation}
Suppose the satellites have already been removed. Dividing the remaining two-line spectrum at the midpoint, instead of fitting both lines, would turn 1.905 into
\begin{equation}
\frac{1.905(1-0.0096)+0.0096}{(1-0.0096)+1.905\times0.0096}=1.88 .
\end{equation}

\textbf{Q:} What does this say about a lithographic resist?

\textbf{A:} A free atom is a test case, not a resist. A 13.5~nm photon carries 91.8~eV and cannot open the carbon $1s$ shell, so the example belongs to soft x-ray photoemission. An intact closed-shell resist molecule has $S=0$ and gives one ion spin. A radical with one unpaired electron has $S=\tfrac12$ and a summed ratio of $3:1$. In a film, chemically different carbon atoms and inelastic losses can overlap the multiplet and its satellites, so the complete sums are hard to isolate. Main lines are easier to fit, but unequal relaxation then matters. It moved the ratio by about 5\% in carbon; that figure should not be carried over to a radical, whose fractions $F_\pm$ must be computed for its own valence shell.
